\section*{Transient growth per cycle of hemispherical oxide islands at fixed sites, part 1}

(Sections cited here and not found follow in the second part.)

\section*{Part I. From separated islands to a general law}

\subsection*{1. Separated islands on a square lattice}

An oxide is deposited in cycles on a flat two-dimensional channel material. The bare surface is inert, and growth starts only at certain sites. Let these sites form a square lattice with $n$ sites per unit area, so that neighbouring sites are a distance $L=n^{-1/2}$ apart. On each site sits a hemisphere of oxide of radius $r$, its flat side on the substrate. As long as $r<L/2$ the islands do not touch.

The thickness in question is the mean thickness: the oxide volume divided by the substrate area, bare parts included. One hemisphere has the volume $2\pi r^3/3$, and there are $n$ of them per unit area, so
\begin{equation}
V(r)=\frac{2\pi}{3}\,n r^3 .
\label{eq:isoV}
\end{equation}
Suppose that each cycle increases the radius by $g$, the same length by which a flat, closed oxide film thickens in one cycle. The growth per unit increase of radius is
\begin{equation}
S(r)=\frac{dV}{dr}=2\pi n r^2 .
\label{eq:isoS}
\end{equation}
A flat closed film has $V=r$ and $S=1$, so $S$ is the growth per cycle in units of its planar steady-state value. The fraction of the substrate under oxide is $\Theta=\pi n r^2$, because each island covers a disc of area $\pi r^2$. Therefore
\begin{equation}
S=2\,\Theta .
\label{eq:twice}
\end{equation}
The factor 2 is the ratio of the curved area of a hemisphere, $2\pi r^2$, to the area of its base, $\pi r^2$. Growth takes place on the curved area, whereas thickness is counted per unit of flat area. Once the islands cover half the substrate, they expose as much oxide as a closed film does. Beyond that they expose more, and the growth per cycle exceeds the planar value although much of the substrate is still bare.

Take the round values $n=0.01\ \mathrm{nm^{-2}}$ and $g=0.1$ nm per cycle, so that $L=10$ nm. Nanometres and cycles are the natural units here. Setting $S=1$ in \eqref{eq:isoS} gives
\begin{equation}
r=\frac{1}{\sqrt{2\pi n}}=3.99\ \mathrm{nm},
\end{equation}
which is less than the contact radius $L/2=5$ nm. The islands are still separate when their growth passes that of the closed film.

This case leaves three questions open. What happens when the islands meet? What if the sites are not ordered? Is the excess an accident of the square lattice, or must it occur? They need a precise statement of the growth rule.

\subsection*{2. The growth rule and its assumptions}

The model rests on four assumptions.

\begin{enumerate}
\item All sites become active in the first cycle, and none is added later.
\item The seeds are points: their size is negligible compared with the distance between sites.
\item Oxide does not deposit on the bare substrate. An island spreads over the substrate only because its own side wall grows outward.
\item Each cycle moves every exposed oxide surface outward along its normal by the same length $g$.
\end{enumerate}

The fourth assumption defines what a saturated cycle does to a curved surface. A slightly different rule would be that each unit of exposed area takes up the same volume $g$. For a hemisphere the two rules can be compared directly. Moving the surface by $g$ adds the volume
\begin{equation}
\frac{2\pi}{3}\left[(r+g)^3-r^3\right]
=2\pi r^2 g+2\pi r g^2+\frac{2\pi}{3}g^3 ,
\end{equation}
whereas the other rule adds $2\pi r^2g$. Relative to the latter, the difference is $g/r+g^2/(3r^2)$. It is large in the first few cycles, when the notion of a smooth hemisphere is itself doubtful, and small once the island is many cycles old. The early differences do leave a lasting lag in radius: an isolated hemisphere with $r=g$ after the first cycle reaches $r=46.3\,g$ after 50 cycles under the second rule, instead of $50\,g$. The rule of equal displacement is used from here on.

\subsection*{3. Overlapping islands remain parts of hemispheres}

Displacement by $g$ along the normal turns the oxide into the set of all points above the substrate that lie within a distance $g$ of the old oxide. Where two fronts run into each other, the common region is filled once.

Consider first one site, at position $\mathbf s$ in the substrate plane, with oxide filling the half-ball of radius $r$ around it. Every point within $g$ of this half-ball is within $r+g$ of $\mathbf s$, by the triangle inequality. Conversely, let $\mathbf p$ be a point above the substrate with $r<|\mathbf p-\mathbf s|\le r+g$. The point
\begin{equation}
\mathbf q=\mathbf s+r\,\frac{\mathbf p-\mathbf s}{|\mathbf p-\mathbf s|}
\end{equation}
lies in the old half-ball, and its distance from $\mathbf p$ is $|\mathbf p-\mathbf s|-r\le g$. The new oxide is therefore the half-ball of radius $r+g$, no more and no less.

For many sites, a point is within $g$ of the union of the half-balls if it is within $g$ of at least one of them. The new oxide is thus the union of the enlarged half-balls. Starting from points, the oxide after $k$ cycles is the union of half-balls of radius
\begin{equation}
r=gk .
\label{eq:radius}
\end{equation}

Let a substrate point have the lateral distance $d_i$ from site $i$. If $d_i<r$, the half-ball of that site reaches the height $\sqrt{r^2-d_i^2}$ above the point. The greatest of these heights belongs to the nearest site. With $d$ for the distance to the nearest site, the oxide height is
\begin{equation}
h=\begin{cases}\sqrt{r^2-d^2}, & d<r,\\ 0, & d\ge r .\end{cases}
\label{eq:height}
\end{equation}
All the geometry of the arrangement now enters through one quantity, the distribution of $d$ over the substrate.

\subsection*{4. Mean thickness and its rate}

Let $F(s)$ be the fraction of the substrate with $d<s$, and $f(s)=F'(s)$ its density, taken to be piecewise continuous. The covered fraction is $\Theta(r)=F(r)$. Angle brackets denote an average over the substrate.

The density $f$ has a useful bound. Points whose nearest site is at a distance between $s$ and $s+ds$ lie in rings of area $2\pi s\,ds$ around the sites. There are $n$ rings per unit area, and overlap can only reduce the area that counts, so
\begin{equation}
f(s)\le 2\pi n s .
\label{eq:fbound}
\end{equation}

The mean thickness is the integral over height $z$ of the fraction of the substrate where the oxide is higher than $z$. By \eqref{eq:height}, $h>z$ means $d<\sqrt{r^2-z^2}$. Hence
\begin{equation}
V(r)=\langle h\rangle=\int_0^r F\!\left(\sqrt{r^2-z^2}\right)dz .
\label{eq:layer}
\end{equation}
Differentiation with respect to $r$ gives a term from the upper limit and a term from the integrand:
\begin{equation}
\frac{dV}{dr}=F(0)+\int_0^r f\!\left(\sqrt{r^2-z^2}\right)\frac{r}{\sqrt{r^2-z^2}}\,dz .
\end{equation}
The first term vanishes, since points at zero distance from a site occupy no area. The integrand of the second is bounded by $2\pi n r$ because of \eqref{eq:fbound}. Now put $s=\sqrt{r^2-z^2}$. Then $z=\sqrt{r^2-s^2}$ and $dz=-s\,ds/\sqrt{r^2-s^2}$, and $s$ runs from $r$ to $0$ as $z$ runs from $0$ to $r$. The minus sign reverses the limits, and the factor $s$ cancels:
\begin{equation}
S(r)=\frac{dV}{dr}=\int_0^r f(s)\,\frac{r}{\sqrt{r^2-s^2}}\,ds .
\label{eq:S}
\end{equation}

The growth in cycle number $k$ is a difference of two thicknesses,
\begin{equation}
G_k=V(gk)-V\bigl(g(k-1)\bigr)=\int_{g(k-1)}^{gk}S(r)\,dr ,
\label{eq:Gk}
\end{equation}
that is, $g$ times the average of $S$ over the cycle. When $S$ changes little within one cycle, $G_k\approx gS$.

Inserting the bound \eqref{eq:fbound} into \eqref{eq:S} gives a limit for any arrangement:
\begin{equation}
S(r)\le 2\pi n\int_0^r\frac{r s\,ds}{\sqrt{r^2-s^2}}
=2\pi n r\Bigl[-\sqrt{r^2-s^2}\Bigr]_0^r=2\pi n r^2 .
\label{eq:Sbound}
\end{equation}
Separated islands reach this limit. For a given $n$, no arrangement can therefore exceed the planar rate before $r=1/\sqrt{2\pi n}$. Early contact between neighbours delays the excess.

\subsection*{5. Why a covered point gains more than $g$}

The factor $r/\sqrt{r^2-s^2}$ in \eqref{eq:S} has a direct meaning. At a point with $d=s$, the surface normal points along the radius of the hemisphere. If $\psi$ is its angle with the vertical, then
\begin{equation}
\cos\psi=\frac{h}{r}=\frac{\sqrt{r^2-s^2}}{r} .
\end{equation}
A surface element above a substrate area $dA$ has the area $dA/\cos\psi$. So $S$ is the exposed oxide area per unit substrate area, and it factors as
\begin{equation}
S=\Theta\,\overline{\sec\psi} ,
\label{eq:factor}
\end{equation}
where the bar is an average over the covered part of the substrate. The first factor is at most 1 and the second at least 1. Incomplete coverage lowers the growth, and tilt raises it.

The effect of tilt can be seen at a single point. Let a point at distance $d>0$ be covered already when the radius is $r$. In the next cycle its height increases by
\begin{equation}
\Delta h=\sqrt{(r+g)^2-d^2}-\sqrt{r^2-d^2}
=\frac{g\,(2r+g)}{\sqrt{(r+g)^2-d^2}+\sqrt{r^2-d^2}} ,
\end{equation}
where the difference of roots was multiplied and divided by their sum. The denominator is smaller than $(r+g)+r=2r+g$, so $\Delta h>g$. The surface moves by $g$ along its own normal, but a vertical line crosses the new layer obliquely and finds it thicker.

A comparison model shows that the tilt is essential. Let islands spread sideways just as before, but let each covered point rise by only $g$ per cycle. The growth relative to the planar value is then $\Theta$, which never exceeds 1. Lateral spreading alone does not produce the excess.

\subsection*{6. The excess must occur}

Compare the mean thickness with $r=gk$, the thickness of a film that was closed from the start. The deficit is $r-V=\langle r-h\rangle$. At a covered point,
\begin{equation}
r-h=r-\sqrt{r^2-d^2}=\frac{d^2}{r+\sqrt{r^2-d^2}}\le\frac{d^2}{r} .
\label{eq:pointdeficit}
\end{equation}
At a bare point $r-h=r$, and since $d\ge r$ there, again $r\le d^2/r$. The quantity $r-h$ is also positive wherever $d>0$, which is everywhere except at the sites themselves. Averaging gives
\begin{equation}
0<r-V(r)\le\frac{\langle d^2\rangle}{r} .
\label{eq:bound}
\end{equation}
Let $\langle d^2\rangle$ be finite, so that the arrangement has no excessively large voids. The deficit then tends to zero as $r$ grows. Since $V(0)=0$,
\begin{equation}
\int_0^R\bigl[S(r)-1\bigr]dr=V(R)-R\ \longrightarrow\ 0
\qquad(R\to\infty).
\label{eq:sum}
\end{equation}

The left inequality in \eqref{eq:bound} says that this integral is negative at every finite $R$. What remains beyond $R$ must therefore be positive:
\begin{equation}
\int_R^\infty\bigl[S(r)-1\bigr]dr=R-V(R)>0 .
\label{eq:tail}
\end{equation}
Hence $S$ exceeds 1 somewhere beyond every $R$. The same holds for whole cycles. The sum of $G_k-g$ over the first $M$ cycles is $V(gM)-gM$, which is negative and tends to zero, so some later cycle must have $G_k>g$.

The growth per cycle thus not only can but must exceed the planar value in this model. The film never becomes thicker than $gk$, however. It starts late and makes up the delay.

The bound \eqref{eq:bound} can be sharpened at large radius. Multiply \eqref{eq:pointdeficit} by $r$. At fixed $d$ the result, $rd^2/(r+\sqrt{r^2-d^2})$, tends to $d^2/2$, and $r(r-h)$ never exceeds $d^2$, whose average is finite. The limit may therefore be taken under the average (dominated convergence):
\begin{equation}
r-V(r)\simeq\frac{\langle d^2\rangle}{2r}\qquad(r\to\infty).
\label{eq:late}
\end{equation}
The late deficit measures the mean square distance to the nearest site.

\section*{Part II. Random sites, the square lattice and numbers}

\subsection*{7. Symbols and results carried over}

Sites of density $n$ on an inert substrate all start in the first cycle. After $k$ cycles the oxide is a union of half-balls of radius $r=gk$, where $g$ is the planar growth per cycle. The distance from a substrate point to its nearest site is $d$, and $F(s)$ is the fraction of the substrate with $d<s$. The covered fraction is $\Theta=F(r)$. The mean thickness $V$ and the relative growth rate $S$ are
\begin{equation}
V(r)=\int_0^rF\!\left(\sqrt{r^2-z^2}\right)dz,\qquad
S(r)=\frac{dV}{dr}=\Theta\,\overline{\sec\psi} ,
\label{eq:recap}
\end{equation}
with $\psi$ the tilt of the surface and $\sec\psi=r/\sqrt{r^2-d^2}$. The rate $S$ is also the exposed oxide area per substrate area. The growth $G_k$ in cycle $k$ is the integral of $S$ from $g(k-1)$ to $gk$. The deficit $r-V$ is positive and approaches $\langle d^2\rangle/(2r)$ at large $r$.

In this model the growth per cycle must at some stage exceed the planar value if $\langle d^2\rangle$ is finite, although the mean thickness never exceeds $gk$. It remains to calculate the growth for random sites and for the square lattice, to compare them in numbers, and to see where the law changes.
